# Charge Gaps of Finite Hubbard Chains by Lanczos Diagonalization and Size Extrapolation: a numerical check

```python
"""Charge gap of the open half-filled Hubbard chain by sector Lanczos.

Result under test (energies in units of the hopping t, so t = 1):
    gap(L) = U + 2 E(L/2-1, L/2) - 2 E(L/2, L/2),
where E(n_up, n_down) is the lowest energy in a fixed particle sector,
L is the even number of sites and U the on-site repulsion.
The infinite-chain gap is estimated by a polynomial in x = 1/(L+1).
At U = 0 the gap must be 4 sin(pi x / 2) and extrapolate to zero.
The Lieb-Wu integral serves only as an external benchmark.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.sparse import csr_matrix
from scipy.special import j1


@lru_cache(maxsize=None)
def one_spin_sector(sites, electrons):
    """Hopping matrix and site occupations for one spin species."""
    configurations = list(combinations(range(sites), electrons))
    index = {c: i for i, c in enumerate(configurations)}
    hopping = np.zeros((len(configurations), len(configurations)))
    occupation = np.zeros((len(configurations), sites))
    for i, config in enumerate(configurations):
        occupation[i, list(config)] = 1.0
        for site in config:
            if site + 1 < sites and site + 1 not in config:
                moved = tuple(sorted((set(config) - {site}) | {site + 1}))
                j = index[moved]
                hopping[i, j] = hopping[j, i] = -1.0
    return csr_matrix(hopping), occupation


def lanczos_ground(sites, n_up, n_down, repulsion):
    """Return energy, true residual, negative weight and step count."""
    hop_up, occ_up = one_spin_sector(sites, n_up)
    hop_down, occ_down = one_spin_sector(sites, n_down)
    interaction = repulsion * (occ_up @ occ_down.T)

    def apply_h(psi):
        return hop_up @ psi + (hop_down @ psi.T).T + interaction * psi

    start = np.ones(interaction.shape) / np.sqrt(interaction.size)
    previous, current, beta = np.zeros_like(start), start, 0.0
    alphas, betas = [], []
    for step in range(1, 501):
        new = apply_h(current) - beta * previous
        alpha = float(np.sum(current * new))
        new = new - alpha * current
        beta = float(np.linalg.norm(new))
        alphas.append(alpha)
        if step % 5 == 0 or beta < 1e-10:
            small = np.diag(alphas) + np.diag(betas, 1) + np.diag(betas, -1)
            values, vectors = np.linalg.eigh(small)
            if beta < 1e-10 or beta * abs(vectors[-1, 0]) < 1e-8:
                break
        betas.append(beta)
        previous, current = current, new / beta
    else:
        raise RuntimeError("Lanczos did not converge")

    # Repeat the recurrence to rebuild the vector without storing the basis.
    coefficients = vectors[:, 0]
    ritz = np.zeros_like(start)
    previous, current, old_beta = np.zeros_like(start), start, 0.0
    for j, coefficient in enumerate(coefficients):
        ritz += coefficient * current
        if j < len(betas):
            new = apply_h(current) - old_beta * previous
            new = new - alphas[j] * current
            previous, current = current, new / betas[j]
            old_beta = betas[j]
    ritz /= np.linalg.norm(ritz)
    if ritz.sum() < 0:
        ritz = -ritz
    energy = float(values[0])
    residual = float(np.linalg.norm(apply_h(ritz) - energy * ritz))
    negative_weight = float(np.sum(np.minimum(ritz, 0.0) ** 2))
    return energy, residual, negative_weight, len(alphas)


def dense_ground(sites, n_up, n_down, repulsion):
    """Lowest energy by full diagonalization of a small sector."""
    hop_up, occ_up = one_spin_sector(sites, n_up)
    hop_down, occ_down = one_spin_sector(sites, n_down)
    matrix = np.kron(hop_up.toarray(), np.eye(hop_down.shape[0]))
    matrix += np.kron(np.eye(hop_up.shape[0]), hop_down.toarray())
    matrix += repulsion * np.diag((occ_up @ occ_down.T).ravel())
    return float(np.linalg.eigvalsh(matrix)[0])


def fock_space_energies(sites, repulsion):
    """All sector minima from Jordan-Wigner operators in full Fock space."""
    modes = 2 * sites
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    annihilators = []
    for mode in range(modes):
        operator = np.eye(1)
        for k in range(modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            operator = np.kron(operator, factor)
        annihilators.append(operator)
    numbers = [c.T @ c for c in annihilators]
    matrix = np.zeros((2 ** modes, 2 ** modes))
    for spin in range(2):
        for site in range(sites - 1):
            k = spin * sites + site
            hop = annihilators[k].T @ annihilators[k + 1]
            matrix -= hop + hop.T
    for site in range(sites):
        matrix += repulsion * numbers[site] @ numbers[site + sites]
    up = np.rint(np.diag(sum(numbers[:sites]))).astype(int)
    down = np.rint(np.diag(sum(numbers[sites:]))).astype(int)
    result = {}
    for a in range(sites + 1):
        for b in range(sites + 1):
            chosen = np.flatnonzero((up == a) & (down == b))
            block = matrix[np.ix_(chosen, chosen)]
            result[a, b] = float(np.linalg.eigvalsh(block)[0])
    return result


def extrapolate(sizes, gaps, powers):
    """Constant term of the interpolating function of x = 1/(L+1)."""
    x = 1.0 / (np.array(sizes) + 1.0)
    design = np.column_stack([x ** p for p in powers])
    return float(np.linalg.solve(design, np.array(gaps))[0])


def lieb_wu_gap(repulsion):
    """Infinite-chain benchmark, evaluated in two integral forms."""
    first = quad(lambda y: np.sqrt(y * y - 1)
                 / np.sinh(2 * np.pi * y / repulsion),
                 1, 1 + 8 * repulsion, limit=300, epsabs=1e-11)[0]
    first *= 16 / repulsion
    second = quad(lambda x: j1(x) / (x * (1 + np.exp(x * repulsion / 2))),
                  0, 80 / repulsion, limit=300, epsabs=1e-11)[0]
    second = repulsion - 4 + 8 * second
    assert abs(first - second) < 1e-6
    return first


# Independent Fock-space check of every sector of a short chain.
test_sites, test_u = 4, 4.0
fock = fock_space_energies(test_sites, test_u)
fock_error = 0.0
for (a, b), energy in fock.items():
    difference = lanczos_ground(test_sites, a, b, test_u)[0] - energy
    fock_error = max(fock_error, abs(difference))
    shifted = energy + test_u * (test_sites - a - b)
    assert abs(fock[test_sites - a, test_sites - b] - shifted) < 1e-9
assert fock_error < 1e-8
by_number = {}
for n in range(2 * test_sites + 1):
    by_number[n] = min(e for (a, b), e in fock.items() if a + b == n)
    assert abs(by_number[n] - fock[n // 2, n - n // 2]) < 1e-9
definition_gap = by_number[5] + by_number[3] - 2 * by_number[4]

# Production runs.
sizes = [4, 6, 8, 10]
repulsions = [0.0, 2.0, 4.0, 8.0]
gaps, energies, steps = {}, {}, {}
largest_residual = largest_negative = 0.0
for u in repulsions:
    for length in sizes:
        half = length // 2
        neutral = lanczos_ground(length, half, half, u)
        hole = lanczos_ground(length, half - 1, half, u)
        gaps[u, length] = u + 2 * hole[0] - 2 * neutral[0]
        energies[u, length] = (neutral[0], hole[0])
        steps[u, length] = (neutral[3], hole[3])
        largest_residual = max(largest_residual, neutral[1], hole[1])
        largest_negative = max(largest_negative, neutral[2], hole[2])
assert largest_residual < 1e-6
assert largest_negative < 1e-10
assert abs(gaps[4.0, 4] - definition_gap) < 1e-8

# Noninteracting limit for each chain.
free_error = max(abs(gaps[0.0, n] - 4 * np.sin(np.pi / (2 * (n + 1))))
                 for n in sizes)
assert free_error < 1e-8

# A polarized background isolates the motion of the charges.
polarized_gap = (dense_ground(8, 8, 1, 8.0) + dense_ground(8, 7, 0, 8.0)
                 - 2 * dense_ground(8, 8, 0, 8.0))
assert abs(polarized_gap - (8 - 4 * np.cos(np.pi / 9))) < 1e-9

# Strong coupling: the remainder must halve when U doubles.
strong_remainders = []
for u in (200.0, 400.0):
    finite_gap = (u + 2 * dense_ground(6, 2, 3, u)
                  - 2 * dense_ground(6, 3, 3, u))
    strong_remainders.append(finite_gap - u + 4 * np.cos(np.pi / 7))
strong_ratio = strong_remainders[0] / strong_remainders[1]
assert abs(strong_ratio - 2) < 0.1

# Slow spin excitations permit a linear finite-size term.
spin_gaps = []
for length in sizes:
    half = length // 2
    triplet = lanczos_ground(length, half + 1, half - 1, 8.0)
    assert triplet[1] < 1e-6
    spin_gaps.append(triplet[0] - energies[8.0, length][0])
spin_exponent = np.log(spin_gaps[-2] / spin_gaps[-1]) / np.log(11 / 9)
assert 0.75 < spin_exponent < 1.15

# Extrapolation, its amplification of errors, and its rigorous free test.
x_nodes = 1.0 / (np.array(sizes) + 1.0)
weights = [np.prod([xj / (xj - xi) for xj in x_nodes if xj != xi])
           for xi in x_nodes]
cubic, quadratic = {}, {}
for u in repulsions:
    series = [gaps[u, n] for n in sizes]
    cubic[u] = extrapolate(sizes, series, [0, 1, 2, 3])
    quadratic[u] = extrapolate(sizes[1:], series[1:], [0, 1, 2])
    assert abs(np.dot(weights, series) - cubic[u]) < 1e-8
free_bound = (4 * (np.pi / 2) ** 4 * np.sin(np.pi * x_nodes[0] / 2)
              * np.prod(x_nodes) / 24)
assert abs(cubic[0.0]) <= free_bound + 1e-8
without_linear = extrapolate(sizes[1:], [gaps[8.0, n] for n in sizes[1:]],
                             [0, 2, 3])
benchmark = {u: lieb_wu_gap(u) for u in repulsions[1:]}
for u in (4.0, 8.0):
    raw_error = abs(gaps[u, 10] - benchmark[u])
    assert abs(cubic[u] - benchmark[u]) < 0.5 * raw_error

# Conversion of the main result for a chosen model hopping.
hopping_ry = 0.02
rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]
main_gap_ry = cubic[8.0] * hopping_ry

print("Chain lengths (sites):", sizes)
dimension = one_spin_sector(10, 5)[1].shape[0] ** 2
hole_dimension = (one_spin_sector(10, 4)[1].shape[0]
                  * one_spin_sector(10, 5)[1].shape[0])
print(f"L=10 neutral, one-hole dimensions: {dimension}, {hole_dimension}")
for u in repulsions:
    row = ", ".join(f"{gaps[u, n]:.6f}" for n in sizes)
    print(f"U={u:g} t, gaps for L=4,6,8,10 (t): {row}")
for u in repulsions:
    e0, eh = energies[u, 10]
    print(f"U={u:g} t, L=10, E(5,5), E(4,5) (t): {e0:.6f}, {eh:.6f}")
    print(f"  Lanczos steps neutral, one-hole: {steps[u, 10]}")
for u in repulsions:
    print(f"U={u:g} t, cubic, quadratic limits (t): "
          f"{cubic[u]:.5f}, {quadratic[u]:.5f}")
for u in repulsions[1:]:
    print(f"U={u:g} t, Lieb-Wu gap (t): {benchmark[u]:.5f}")
    print(f"  cubic minus Lieb-Wu (t): {cubic[u] - benchmark[u]:.5f}")
print(f"U=8 t, limit without linear term (t): {without_linear:.5f}")
print("Cubic weights for L=4,6,8,10:",
      ", ".join(f"{w:.4f}" for w in weights))
print(f"Sum of absolute cubic weights: {np.sum(np.abs(weights)):.3f}")
print(f"U=0 rigorous extrapolation bound (t): {free_bound:.3e}")
print(f"U=0 largest finite-chain gap error (t): {free_error:.1e}")
print(f"Four-site Fock-space gap at U=4 t (t): {definition_gap:.6f}")
print(f"Largest four-site sector error (t): {fock_error:.1e}")
print(f"Largest true residual (t): {largest_residual:.1e}")
print(f"Largest negative-amplitude weight: {largest_negative:.1e}")
print(f"Polarized gap, L=8, U=8 t (t): {polarized_gap:.6f}")
print("Strong-coupling remainders, L=6, U=200,400 t (t):",
      ", ".join(f"{r:.6f}" for r in strong_remainders))
print(f"Ratio of these remainders: {strong_ratio:.4f}")
print("Spin gaps at U=8 t, L=4,6,8,10 (t):",
      ", ".join(f"{g:.6f}" for g in spin_gaps))
print(f"Spin-gap decay exponent in L+1, L=8 to 10: {spin_exponent:.3f}")
print(f"Chosen hopping t (Ry): {hopping_ry:.3f}")
print(f"Main gap at U=8 t (Ry): {main_gap_ry:.5f}")
print(f"Main gap at U=8 t (eV): {main_gap_ry * rydberg_ev:.4f}")
print("OK")
```

It prints:

```
Chain lengths (sites): [4, 6, 8, 10]
L=10 neutral, one-hole dimensions: 63504, 52920
U=0 t, gaps for L=4,6,8,10 (t): 1.236068, 0.890084, 0.694593, 0.569259
U=2 t, gaps for L=4,6,8,10 (t): 1.612815, 1.217166, 0.990101, 0.842620
U=4 t, gaps for L=4,6,8,10 (t): 2.660021, 2.216413, 1.970373, 1.816337
U=8 t, gaps for L=4,6,8,10 (t): 5.818210, 5.375777, 5.154206, 5.026743
U=0 t, L=10, E(5,5), E(4,5) (t): -12.053348, -11.768719
  Lanczos steps neutral, one-hole: (35, 40)
U=2 t, L=10, E(5,5), E(4,5) (t): -7.908736, -8.487426
  Lanczos steps neutral, one-hole: (45, 55)
U=4 t, L=10, E(5,5), E(4,5) (t): -5.380619, -6.472450
  Lanczos steps neutral, one-hole: (55, 65)
U=8 t, L=10, E(5,5), E(4,5) (t): -3.074389, -4.561018
  Lanczos steps neutral, one-hole: (90, 95)
U=0 t, cubic, quadratic limits (t): -0.00005, -0.00369
U=2 t, cubic, quadratic limits (t): 0.14663, 0.15022
U=4 t, cubic, quadratic limits (t): 1.17758, 1.14756
U=8 t, cubic, quadratic limits (t): 4.64051, 4.58345
U=2 t, Lieb-Wu gap (t): 0.17278
  cubic minus Lieb-Wu (t): -0.02615
U=4 t, Lieb-Wu gap (t): 1.28673
  cubic minus Lieb-Wu (t): -0.10914
U=8 t, Lieb-Wu gap (t): 4.67952
  cubic minus Lieb-Wu (t): -0.03901
U=8 t, limit without linear term (t): 4.72062
Cubic weights for L=4,6,8,10: -2.6042, 21.4375, -45.5625, 27.7292
Sum of absolute cubic weights: 97.333
U=0 rigorous extrapolation bound (t): 9.049e-05
U=0 largest finite-chain gap error (t): 1.5e-14
Four-site Fock-space gap at U=4 t (t): 2.660021
Largest four-site sector error (t): 8.0e-15
Largest true residual (t): 9.8e-09
Largest negative-amplitude weight: 1.4e-22
Polarized gap, L=8, U=8 t (t): 4.241230
Strong-coupling remainders, L=6, U=200,400 t (t): 0.038996, 0.019481
Ratio of these remainders: 2.0017
Spin gaps at U=8 t, L=4,6,8,10 (t): 0.310639, 0.231515, 0.184783, 0.153934
Spin-gap decay exponent in L+1, L=8 to 10: 0.910
Chosen hopping t (Ry): 0.020
Main gap at U=8 t (Ry): 0.09281
Main gap at U=8 t (eV): 1.2627
OK
```
